**Luttinger Hamiltonian: counting invariants and testing the hole masses**

The program tests that a cubic $j=3/2$ band edge with inversion and time reversal has three quadratic invariants, and that the masses are $m_0/(\gamma_1\mp2\gamma_2)$ along 100 and $m_0/(\gamma_1\mp2\gamma_3)$ along 111, with the upper sign for heavy holes. Here $\gamma_1,\gamma_2,\gamma_3$ are the Luttinger parameters and $m_0$ is the free-electron mass. The invariants are counted from null spaces of the group conditions, and the dispersion in a general direction is asserted by symbolic algebra. The masses are asserted against curvatures of an independent model of $s$ and $p$ orbitals with spin-orbit coupling, along 100, 111, 110 and 20 random directions. For rough germanium-like parameters the output gives heavy masses of 0.200 and 0.500 $m_0$ and light masses of 0.048 and 0.042 $m_0$ along 100 and 111. At thermal energy (300 K) the neglected split-off and conduction bands lower the light-hole energies by 5 to 6 %, while the heavy holes along these two axes are asserted to be unshifted in the orbital model. The output also sizes the effects of a shrinking gap, collisions and higher bands.

## Program and output

```python
# Result under test: the k-quadratic Hamiltonian of a cubic j = 3/2 band edge,
#   H = T0 [ (g1 + 5 g2/2) k^2 - 2 g2 sum_i k_i^2 J_i^2
#            - 4 g3 sum_{i<j} k_i k_j {J_i, J_j} ],  {A,B} = (AB + BA)/2,
# has three free constants, and its masses are m0/(g1 -+ 2 g2) along 100 and
# m0/(g1 -+ 2 g3) along 111 (upper sign: heavy holes, J.n = +-3/2).
# Symbols: T0 = hbar^2/(2 m0) in eV nm^2, k in 1/nm, hole energy positive,
# J_i = spin-3/2 matrices, g1, g2, g3 = Luttinger parameters.
import numpy as np
import sympy as sp
from scipy import constants as const
from scipy.linalg import expm

T0 = const.hbar**2 / (2 * const.m_e) / const.e * 1e18

# Exact spin-3/2 matrices and their numerical copies
raising = sp.Matrix([[0, sp.sqrt(3), 0, 0], [0, 0, 2, 0],
                     [0, 0, 0, sp.sqrt(3)], [0, 0, 0, 0]])
J_exact = [(raising + raising.T) / 2,
           (raising - raising.T) / (2 * sp.I),
           sp.diag(sp.Rational(3, 2), sp.Rational(1, 2),
                   -sp.Rational(1, 2), -sp.Rational(3, 2))]
J = [np.array([[complex(v) for v in row] for row in M.tolist()])
     for M in J_exact]
assert np.allclose(J[0] @ J[1] - J[1] @ J[0], 1j * J[2])

# Orbital angular momentum in the basis x, y, z, and spin 1/2
L = [np.zeros((3, 3), complex) for _ in range(3)]
for a, b, c in [(0, 1, 2), (1, 2, 0), (2, 0, 1)]:
    L[a][b, c], L[a][c, b] = -1j, 1j
S = [np.array([[0, 1], [1, 0]], complex) / 2,
     np.array([[0, -1j], [1j, 0]]) / 2,
     np.array([[1, 0], [0, -1]], complex) / 2]
PAIRS = [(0, 1), (1, 2), (2, 0)]


def anti(A, B):
    return (A @ B + B @ A) / 2


# ---- Counting invariants from the group conditions -------------------------
def rotation(axis, angle):
    n = np.array(axis, float) / np.linalg.norm(axis)
    vector = expm(-1j * angle * sum(n[i] * L[i] for i in range(3))).real
    spinor = expm(-1j * angle * sum(n[i] * J[i] for i in range(3)))
    return vector, spinor


def conditions(degree, operations, reverse_time):
    """Rows vanish on tensors (k-products) x (4x4 matrices) left invariant."""
    size = 3**degree * 16
    rows = []
    for vector, spinor in operations:
        tensor = np.eye(1)
        for _ in range(degree):
            tensor = np.kron(tensor, vector)
        rows.append(np.kron(tensor, np.kron(spinor, spinor.conj()))
                    - np.eye(size))
    if degree == 2:
        swap = np.eye(9).reshape(3, 3, 9).transpose(1, 0, 2).reshape(9, 9)
        rows.append(np.kron(swap, np.eye(16)) - np.eye(size))
    if reverse_time:
        rows.append((-1)**degree * np.kron(np.eye(3**degree), time_map)
                    - np.eye(size))
    return np.vstack(rows)


def count(matrix):
    return matrix.shape[1] - np.linalg.matrix_rank(matrix, tol=1e-9)


# Time reversal on a Hermitian matrix M: M -> U M^T U^dagger
U = expm(-1j * np.pi * J[1])
transpose = np.eye(16).reshape(4, 4, 16).transpose(1, 0, 2).reshape(16, 16)
time_map = np.kron(U, U.conj()) @ transpose
for M in J:
    assert np.allclose((time_map @ M.reshape(16)).reshape(4, 4), -M)
even_matrices = count(time_map - np.eye(16))
odd_matrices = count(time_map + np.eye(16))

quarter, third = rotation([0, 0, 1], np.pi / 2), rotation([1, 1, 1],
                                                        2 * np.pi / 3)
inversion = (-np.eye(3), np.eye(4))
cubic = [quarter, third, inversion]
tetrahedral = [(-quarter[0], quarter[1]), third]
sphere = [rotation([0, 0, 1], 1.0), rotation([1, 0, 0], 1.0), inversion]

cubic_rows = conditions(2, cubic, True)
n_cubic = count(cubic_rows)
n_no_time = count(conditions(2, cubic, False))
n_sphere = count(conditions(2, sphere, True))
n_linear_oh = count(conditions(1, cubic, True))
n_linear_td = count(conditions(1, tetrahedral, True))
assert (even_matrices, odd_matrices) == (6, 10)
assert (n_cubic, n_no_time, n_sphere) == (3, 4, 2)
assert (n_linear_oh, n_linear_td) == (0, 1)

# The three named invariants lie in the invariant space and span it
named = np.zeros((3, 3, 3, 4, 4), complex)
for i in range(3):
    named[0, i, i] = np.eye(4)
    named[1, i, i] = J[i] @ J[i]
for i, j in PAIRS:
    named[2, i, j] = named[2, j, i] = anti(J[i], J[j]) / 2
named = named.reshape(3, 144)
assert np.abs(cubic_rows @ named.T).max() < 1e-10
assert np.linalg.matrix_rank(named) == n_cubic

# ---- Algebra behind the dispersion in a general direction ------------------
five = [2 / np.sqrt(3) * anti(J[i], J[j]) for i, j in PAIRS]
five += [(J[0] @ J[0] - J[1] @ J[1]) / np.sqrt(3),
         J[2] @ J[2] - 1.25 * np.eye(4)]
for p in range(5):
    for q in range(5):
        assert np.allclose(anti(five[p], five[q]), (p == q) * np.eye(4))

ks = sp.symbols('kx ky kz', real=True)
s1, s2, s3 = sp.symbols('g1 g2 g3', real=True)
ksq = sum(q**2 for q in ks)
H_exact = (s1 + sp.Rational(5, 2) * s2) * ksq * sp.eye(4)
for i in range(3):
    H_exact -= 2 * s2 * ks[i]**2 * J_exact[i]**2
for i, j in PAIRS:
    H_exact -= 2 * s3 * ks[i] * ks[j] * (J_exact[i] * J_exact[j]
                                         + J_exact[j] * J_exact[i])
radicand = 4 * s2**2 * ksq**2 + 12 * (s3**2 - s2**2) * sum(
    ks[i]**2 * ks[j]**2 for i, j in PAIRS)
traceless = H_exact - s1 * ksq * sp.eye(4)
residual = (traceless * traceless - radicand * sp.eye(4)).applyfunc(sp.expand)
assert residual == sp.zeros(4, 4)
assert sp.expand(traceless.trace()) == 0


# ---- Numerical Hamiltonians -------------------------------------------------
def luttinger(k, gammas):
    g1, g2, g3 = gammas
    H = (g1 + 2.5 * g2) * (k @ k) * np.eye(4, dtype=complex)
    for i in range(3):
        H -= 2 * g2 * k[i]**2 * J[i] @ J[i]
    for i, j in PAIRS:
        H -= 4 * g3 * k[i] * k[j] * anti(J[i], J[j])
    return T0 * H


def orbital_bands(k, remote, gap, coupling, splitting):
    """Hole energies of s and p orbitals with spin: conduction band (2),
    heavy (2), light (2), split-off (2). remote = Luttinger parameters
    without the part due to the s-like conduction band."""
    g1, g2, g3 = remote
    k2 = k @ k
    orbital = np.zeros((4, 4), complex)
    orbital[0, 0] = -gap - T0 * k2
    orbital[1:, 1:] = T0 * ((g1 - 2 * g2) * k2 * np.eye(3)
                            + 6 * g2 * np.diag(k**2)
                            + 6 * g3 * (np.outer(k, k) - np.diag(k**2)))
    orbital[0, 1:] = 1j * np.sqrt(coupling * T0) * k
    orbital[1:, 0] = orbital[0, 1:].conj()
    H = np.kron(orbital, np.eye(2))
    spin_orbit = sum(np.kron(L[i], S[i]) for i in range(3))
    H[2:, 2:] += splitting / 3 * (np.eye(6) - 2 * spin_orbit)
    return np.linalg.eigvalsh(H)


# ---- Model parameters, rough values in the regime of germanium -------------
gammas = np.array([13.0, 4.0, 5.5])
gap, coupling, splitting = 0.9, 26.0, 0.3      # eV
temperature = 300.0                            # K
gap_shrinkage = 0.1                            # eV, cold to 300 K
mobility = 2000.0                              # cm2/Vs
remote_gap = 3.0                               # eV, higher p-like bands
remote = gammas - coupling / gap * np.array([1 / 3, 1 / 6, 1 / 6])
thermal = const.k * temperature / const.e

directions = {'100': np.array([1.0, 0, 0]),
              '111': np.ones(3) / np.sqrt(3),
              '110': np.array([1.0, 1, 0]) / np.sqrt(2)}


def curvature_masses(n, remote_part, gap_value, coupling_value):
    k = 1e-3
    E = orbital_bands(k * n, remote_part, gap_value, coupling_value,
                      splitting)
    return T0 * k**2 / np.array([E[2:4].mean(), E[4:6].mean()])


g1, g2, g3 = gammas
root110 = np.sqrt(g2**2 + 3 * g3**2)
masses = {'100': np.array([1 / (g1 - 2 * g2), 1 / (g1 + 2 * g2)]),
          '111': np.array([1 / (g1 - 2 * g3), 1 / (g1 + 2 * g3)]),
          '110': np.array([1 / (g1 - root110), 1 / (g1 + root110)])}

# Masses from curvature of the orbital models, with and without the
# conduction band, against the closed formulas
curved = {}
for name, n in directions.items():
    curved[name] = curvature_masses(n, remote, gap, coupling)
    assert np.allclose(curved[name], masses[name], rtol=1e-4)
    assert np.allclose(curvature_masses(n, gammas, gap, 0.0),
                       masses[name], rtol=1e-4)
rng = np.random.default_rng(5)
for _ in range(20):
    n = rng.normal(size=3)
    n /= np.linalg.norm(n)
    E = np.linalg.eigvalsh(luttinger(n, gammas))
    assert np.allclose(curvature_masses(n, remote, gap, coupling),
                       T0 / E[[0, 2]], rtol=1e-4)

# Mean of (J.n)^2 in the heavy pair: 9/4 only where J.n is a good label
character = {}
for name, n in directions.items():
    _, vectors = np.linalg.eigh(luttinger(n, gammas))
    Jn = sum(n[i] * J[i] for i in range(3))
    heavy = vectors[:, :2]
    character[name] = np.trace(heavy.conj().T @ Jn @ Jn @ heavy).real / 2
assert abs(character['100'] - 2.25) < 1e-10
assert abs(character['111'] - 2.25) < 1e-10
assert character['110'] < 2.25 - 1e-3

print('Invariants and matrices (pure counts)')
print(f'  matrices even / odd in time: {even_matrices} / {odd_matrices}')
print(f'  quadratic, cubic group, with time reversal: {n_cubic}')
print(f'  quadratic, cubic group, without it: {n_no_time}')
print(f'  quadratic, all rotations, with it: {n_sphere}')
print(f'  linear in k, O_h / T_d: {n_linear_oh} / {n_linear_td}')
print('Inputs (rough, regime of germanium)')
print(f'  gamma1, gamma2, gamma3 = {g1:.1f}, {g2:.1f}, {g3:.1f}')
print(f'  direct gap = {gap:.1f} eV, splitting = {splitting:.1f} eV')
print(f'  conduction coupling energy = {coupling:.0f} eV')
print(f'  hbar^2/(2 m0) = {T0:.5f} eV nm^2')
print(f'  thermal energy at {temperature:.0f} K = {1e3*thermal:.2f} meV')
print('Masses in m0: heavy, light (formula | orbital model)')
for name in directions:
    f, c = masses[name], curved[name]
    print(f'  {name}: {f[0]:.4f}, {f[1]:.4f} | {c[0]:.4f}, {c[1]:.4f}')
print(f"  heavy mass ratio 111/100 = {masses['111'][0]/masses['100'][0]:.2f}")
print('Mean (J.n)^2 in heavy pair')
for name in directions:
    print(f'  {name}: {character[name]:.4f}')

k_example = 0.2
print(f'Luttinger energies at k = {k_example:.1f} 1/nm: heavy, light')
for name in ('100', '111'):
    E = 1e3 * np.linalg.eigvalsh(luttinger(k_example * directions[name],
                                          gammas))
    assert np.allclose(E[[0, 2]], 1e3 * T0 * k_example**2 / masses[name])
    print(f'  {name}: {E[0]:.2f}, {E[2]:.2f} meV')

# ---- Size of neglected effects ---------------------------------------------
print('k where parabolic energy = thermal energy: heavy, light')
thermal_k = {name: np.sqrt(thermal * masses[name] / T0)
             for name in directions}
for name in ('100', '111'):
    print(f'  {name}: {thermal_k[name][0]:.3f}, '
          f'{thermal_k[name][1]:.3f} 1/nm')


def energy_shift(name, band, with_conduction):
    """Percent change of the energy at the thermal wave number."""
    k = thermal_k[name][band] * directions[name]
    if with_conduction:
        E = orbital_bands(k, remote, gap, coupling, splitting)
    else:
        E = orbital_bands(k, gammas, gap, 0.0, splitting)
    return 100 * (E[2 + 2 * band:4 + 2 * band].mean() / thermal - 1)


print('Energy change there, split-off only | with conduction band')
for name in ('100', '111'):
    a, b = energy_shift(name, 1, False), energy_shift(name, 1, True)
    assert a < 0 and b < 0
    print(f'  light {name}: {a:.1f} % | {b:.1f} %')
    for flag in (False, True):
        assert abs(energy_shift(name, 0, flag)) < 1e-8
print(f"  heavy 110: {energy_shift('110', 0, False):.1f} % | "
      f"{energy_shift('110', 0, True):.1f} %")

print(f'Mass change if the gap shrinks by {gap_shrinkage:.1f} eV')
for name in ('100', '111'):
    warm = curvature_masses(directions[name], remote, gap - gap_shrinkage,
                            coupling)
    change = 100 * (warm / curved[name] - 1)
    assert abs(change[0]) < 1e-3 and change[1] < 0
    print(f'  light {name}: {change[1]:.1f} %')

lifetime = mobility * 1e-4 * masses['100'][0] * const.m_e / const.e
broadening = const.hbar / lifetime / const.e
print(f'Collisions, mobility {mobility:.0f} cm2/Vs, heavy 100 mass')
print(f'  lifetime = {1e15*lifetime:.0f} fs')
print(f'  broadening = {1e3*broadening:.2f} meV')
print(f'  broadening / thermal energy = {100*broadening/thermal:.0f} %')
print(f'Higher bands at about {remote_gap:.0f} eV')
print(f'  order of correction = {100*thermal/remote_gap:.1f} %')
print('finished without a failed check')
```

Printed output:

```
Invariants and matrices (pure counts)
  matrices even / odd in time: 6 / 10
  quadratic, cubic group, with time reversal: 3
  quadratic, cubic group, without it: 4
  quadratic, all rotations, with it: 2
  linear in k, O_h / T_d: 0 / 1
Inputs (rough, regime of germanium)
  gamma1, gamma2, gamma3 = 13.0, 4.0, 5.5
  direct gap = 0.9 eV, splitting = 0.3 eV
  conduction coupling energy = 26 eV
  hbar^2/(2 m0) = 0.03810 eV nm^2
  thermal energy at 300 K = 25.85 meV
Masses in m0: heavy, light (formula | orbital model)
  100: 0.2000, 0.0476 | 0.2000, 0.0476
  111: 0.5000, 0.0417 | 0.5000, 0.0417
  110: 0.3748, 0.0429 | 0.3748, 0.0429
  heavy mass ratio 111/100 = 2.50
Mean (J.n)^2 in heavy pair
  100: 2.2500
  111: 2.2500
  110: 2.2421
Luttinger energies at k = 0.2 1/nm: heavy, light
  100: 7.62, 32.00 meV
  111: 3.05, 36.58 meV
k where parabolic energy = thermal energy: heavy, light
  100: 0.368, 0.180 1/nm
  111: 0.582, 0.168 1/nm
Energy change there, split-off only | with conduction band
  light 100: -2.6 % | -5.0 %
  light 111: -3.8 % | -5.8 %
  heavy 110: -8.9 % | -9.0 %
Mass change if the gap shrinks by 0.1 eV
  light 100: -10.3 %
  light 111: -9.1 %
Collisions, mobility 2000 cm2/Vs, heavy 100 mass
  lifetime = 227 fs
  broadening = 2.89 meV
  broadening / thermal energy = 11 %
Higher bands at about 3 eV
  order of correction = 0.9 %
finished without a failed check
```
